Acoustic-phonon-limited mobility of a two-dimensional sheet at room temperature

**Problem**

Electrons move in a two-dimensional sheet with an isotropic parabolic band, E = ħ²k²/(2m), where m is 0.48 electron masses. The sheet is elastically isotropic. Its modulus for a longitudinal plane wave is C = 130 N/m: a strain ε along one direction, with no strain across it, costs the energy Cε²/2 per area. A local change of area shifts the band edge by D div u, where u is the in-plane displacement and D = 5 eV. The temperature is T = 300 K.

(a) Derive the mobility μ limited by longitudinal acoustic phonons, treating them as classically occupied and the collisions as elastic.

(b) Evaluate it, and find how it responds to a 10 percent change of D.

(c) Take an areal mass density ρ = 3.0×10⁻⁶ kg/m² and judge the approximations made in (a).

(d) Find the leading correction due to the finite phonon energy for a dilute electron gas, and say where the simple formula fails.

The parameters are round model values. Scattering stays within one valley and conserves spin, and screening of the coupling is neglected. Optical phonons, intervalley processes, out-of-plane vibrations, shear and piezoelectric coupling (through which transverse acoustic phonons can also scatter in real sheets), impurities and the substrate are left out, so the result is one contribution to the resistance of a real sheet and not its total mobility.

**Solution**

**(a) The formula**

*Coupling to one phonon.* For a wave with wavevector q, div u is proportional to q·u. This vanishes for a transverse wave, so in this model only longitudinal waves scatter. Their equation of motion, ρ ∂²u/∂t² = C ∂²u/∂x², gives

ω = vq,  ρv² = C,

with v the sound speed. In a sheet of area A the quantized longitudinal displacement is

u(r) = Σ_q (q/|q|) √(ħ/(2ρAω)) [a_q exp(iq·r) + a_q† exp(−iq·r)].

The divergence brings down a factor of magnitude q. With N = 1/[exp(ħω/k_BT) − 1] phonons in the mode, the squared matrix elements for taking an electron from k to k′ are

absorption: D² q² ħN/(2ρAω),
emission: D² q² ħ(N+1)/(2ρAω).

In both cases q = |k′ − k|.

*Classical and elastic limit.* If the phonon energy is small compared with k_BT, both processes change the energy of a typical thermal electron only by a small fraction, and we add them as if elastic. For the slowest electrons this is not accurate; part (d) finds the effect on the mobility. Their sum contains 2N+1. With y = ħω/k_BT,

2N+1 = coth(y/2) = (2/y)(1 + y²/12 + …) ≈ 2k_BT/(ħω).

The summed squared matrix element is therefore

M² = D² q² · ħ/(2ρAω) · 2k_BT/(ħω) = D² q² k_BT/(ρAω²) = D² k_BT/(AC),

where the last step uses ω² = v²q² and ρv² = C. Both q and ρ have dropped out. A long wave produces less strain for a given displacement, but its thermal displacement is larger, and the two effects cancel. What remains is the classical mean-square thermal strain, k_BT/(AC) per mode, multiplied by D².

*Relaxation rate.* The golden rule, with each collision weighted by the fraction of forward momentum it removes, gives

1/τ = (2π/ħ) Σ_k′ M² δ(E′ − E)(1 − cos θ),

where θ is the angle between k and k′. Since k′dk′ = (m/ħ²)dE′, the sum over final states of one spin and one valley becomes

Σ_k′ → A/(4π²) ∫ k′dk′ dθ = A m/(2πħ²) ∫ dE′ ∫ dθ/(2π).

M² does not depend on θ, so cos θ averages to zero and the weight 1 − cos θ averages to one. Hence

1/τ = (2π/ħ) · D²k_BT/(AC) · A m/(2πħ²) = m D² k_BT/(ħ³C).

The rate does not depend on the electron energy, because a parabolic band in two dimensions has a constant density of states.

*From rate to mobility.* Consider a carrier of charge +e in a field F along x; for an electron both the force and the drift change sign, and the mobility is the same. Let w = ħk/m be the carrier velocity and f₀ the Fermi function. For elastic collisions the Pauli factors cancel:

f(k)[1 − f(k′)] − f(k′)[1 − f(k)] = f(k) − f(k′).

A deviation f₁ proportional to the x component of k then decays at the rate 1/τ, and to first order in F the steady state obeys

eF w_x ∂f₀/∂E = −f₁/τ, so f₁ = −eFτ w_x ∂f₀/∂E.

The drift velocity is Σ w_x f₁ / Σ f₀. Averaged over direction, w_x² = w²/2 = E/m. The density of states is constant and cancels, together with the spin and valley degeneracies:

μ = (e/m) ∫₀^∞ E τ (−∂f₀/∂E) dE / ∫₀^∞ f₀ dE.

With τ constant, integration by parts gives

∫₀^∞ E(−∂f₀/∂E) dE = [−E f₀]₀^∞ + ∫₀^∞ f₀ dE = ∫₀^∞ f₀ dE,

since E f₀ vanishes at both limits. Thus μ = eτ/m, or

μ = e ħ³ C/(k_BT m² D²).

One power of m comes from the density of final states and the other from the inertia of the carrier. The energy average contributes a factor of exactly one, so no numerical prefactor such as 2/3 appears in this model. Within the elastic, unscreened model the result also holds at any filling of the band. Direct quadrature with the Fermi level 4k_BT below and 4k_BT above the band edge gives the same mobility in both cases.

**(b) The numbers**

The inputs in SI units are

m = 4.3725×10⁻³¹ kg,
D = 8.0109×10⁻¹⁹ J,
k_BT = 4.1419×10⁻²¹ J.

The relaxation rate is

1/τ = m D² k_BT/(ħ³C) = 7.62×10¹² s⁻¹, so τ = 131 fs.

For the mobility, the numerator and denominator are

e ħ³ C = (1.602×10⁻¹⁹)(1.1728×10⁻¹⁰²)(130) = 2.443×10⁻¹¹⁹,

k_BT m² D² = (4.1419×10⁻²¹)(4.3725×10⁻³¹)²(8.0109×10⁻¹⁹)² = 5.082×10⁻¹¹⁸.

Their ratio has the unit C s/kg, which equals m²/(V s) because 1 V = 1 kg m²/(C s²). Therefore

μ = 0.0481 m²/(V s) = 481 cm²/(V s).

The rate was also computed by an explicit sum over final plane-wave states, with the energy delta function replaced by a narrow Gaussian. It agrees with the formula to the digits printed. An additional prefactor of 2/3 would have given 320 cm²/(V s), which does not follow from the stated model.

Since μ varies as 1/D², the deformation potential matters strongly:

D = 4.5 eV: μ = 593 cm²/(V s),
D = 5.5 eV: μ = 397 cm²/(V s).

Relative to the central value these are changes of +23 and −17 percent. The mass enters with the same power as D, whereas C enters linearly. A mobility quoted to three digits is thus a statement about the model with these inputs; uncertainty in D alone can easily exceed the last digits.

**(c) Are the approximations justified?**

*Phonon energy.* The density ρ is needed here for the first time. It gives

v = √(C/ρ) = 6583 m/s.

An electron of energy k_BT has the wavenumber

k_T = √(2mk_BT)/ħ = 0.571 nm⁻¹.

In a nearly elastic collision the largest wavevector change is about 2k_T, for backscattering. The corresponding phonon energy is

2ħvk_T = 4.95 meV,

against k_BT = 25.85 meV, a ratio y = 0.191. The expansion of 2N+1 then predicts that the quantum mean-square thermal strain exceeds the classical one by the fraction

y²/12 = 0.191²/12 = 0.0030.

A thermal average over oscillator levels gives the ratio 1.00305, in agreement. Classical occupation is thus a good approximation for these phonons. The elastic approximation looks cruder, since the same phonon changes the energy of an electron at k_BT by about one fifth. Part (d) shows that its effect on the mobility is nevertheless of second order in the sound speed.

*Semiclassical transport.* The level broadening ħ/τ is 5.02 meV, about one fifth of k_BT. The mean free path of an electron of energy k_BT is

ℓ = (ħk_T/m)τ = 18.1 nm,

so k_Tℓ = 0.571 × 18.1 ≈ 10. An electron of energy k_BT thus travels about 1.6 wavelengths between collisions. Since k_Tℓ is well above one, the Boltzmann equation is a reasonable approximation. The margin is moderate: slower electrons have a smaller kℓ, and corrections to the semiclassical picture are not computed here.

**(d) The effect of finite phonon energy**

*Boltzmann equation for a dilute gas.* Pauli factors may now be dropped, and f₀ is proportional to exp(−E/k_BT). Write f = f₀(1+Φ), and let W(k→k′) be the true rate with phonon energies included. Phonons in equilibrium satisfy detailed balance, f₀(k)W(k→k′) = f₀(k′)W(k′→k). To first order in F the steady state obeys

Σ_k′ W(k→k′)[Φ(k) − Φ(k′)] = eF w_x/(k_BT).

Expand Φ = (eF/k_BT) Σ_n c_n φ_n,x with the vector functions φ_n = k|k|ⁿ. Multiply the equation by φ_m,x and average over f₀, denoted ⟨…⟩. Detailed balance allows k and k′ to be exchanged, which turns the left side into half the average of W Δφ_m,x Δφ_n,x, with Δφ = φ(k′) − φ(k). Every emission process is the reverse of an absorption process with equal weight, so the sum over both is twice the sum over absorption. Finally, isotropy replaces a product of x components by half the scalar product. The result is

Σ_n P_mn c_n = b_m,
P_mn = ½⟨Σ_abs W Δφ_m·Δφ_n⟩,
b_m = ½⟨φ_m·w⟩.

The drift velocity is ⟨w_xΦ⟩ = (eF/k_BT) Σ_n c_n b_n, so

μ = (e/k_BT) bᵀP⁻¹b.

*Absorption rate per angle.* Let α be the angle between k and q. Energy conservation requires

ħ²(2kq cos α + q²)/(2m) = ħvq, hence q = 2(mv/ħ − k cos α),

with only positive q allowed. The derivative of the energy mismatch with respect to q at this root is ħ²q/(2m), so ∫ q dq δ(…) = 2m/ħ². The rate per angle is

R = (2π/ħ) · A/(4π²) · (2m/ħ²) · D²ħqN/(2ρAv) = m D² q N/(2πħ²ρv).

*Leading correction.* Keep the single function φ₀ = k, which describes a rigidly displaced thermal distribution. Use the scaled quantities

κ = k/k_T, Q = q/k_T, s = mv/(ħk_T).

Then Q = 2(s − κ cos α). Because k_BT = ħ²k_T²/(2m), the phonon energy divided by k_BT is y = 2sQ. Expanding N = (1/y)(1 − y/2 + y²/12 + …) gives

R = [1/(2πτ)] (1 − sQ + s²Q²/3 + …),

where τ is the elastic relaxation time from (a). Since Δφ₀ = q,

P₀₀ = [k_T²/(4πτ)] ⟨∫dα (Q² − sQ³ + s²Q⁴/3)⟩.

For small s the allowed angles are those with cos α < 0. The slight extension of this range contributes only at third order, because Q is itself of order s there. Put g = |cos α|, so that Q = 2(s + κg). Over this half circle the integrals of 1, g, g², g³ and g⁴ are π, 2, π/2, 4/3 and 3π/8. The thermal averages follow from the weight 2κ exp(−κ²)dκ:

⟨κ⟩ = √π/2, ⟨κ²⟩ = 1, ⟨κ³⟩ = 3√π/4, ⟨κ⁴⟩ = 2.

Collect powers of s in the averaged integral:

order 1: 4⟨κ²⟩(π/2) = 2π,

order s: 8⟨κ⟩·2 − 8⟨κ³⟩(4/3) = 8√π − 8√π = 0,

order s²: 4π − 24⟨κ²⟩(π/2) + (16/3)⟨κ⁴⟩(3π/8) = 4π − 12π + 4π = −4π.

Therefore P₀₀ = [k_T²/(2τ)](1 − 2s²). With b₀ = ħ⟨k²⟩/(2m) = ħk_T²/(2m),

μ = (e/k_BT) b₀²/P₀₀ = (e/k_BT) · ħ²k_T⁴/(4m²) · 2τ/[k_T²(1 − 2s²)].

Using ħ²k_T² = 2mk_BT in the prefactor and in 2s² = 2m²v²/(ħ²k_T²) = mv²/(k_BT), this becomes, to leading order,

μ ≈ (eτ/m)[1 + mv²/(k_BT)].

The other functions φ_n do not alter this order. At s = 0 the function φ₀ solves the Boltzmann equation exactly. To first order in s, absorption has Q = 2(κg + s) with weight 1 − sQ, and emission has Q = 2(κg − s) with weight 1 + sQ. The momentum lost along k is Qg in units of k_T. Its first-order parts, g(2s − 4sκ²g²) for absorption and the negative of this for emission, cancel at each κ and angle. What φ₀ leaves unbalanced in the linear system is therefore of order s². Because bᵀP⁻¹b is the maximum of 2cᵀb − cᵀPc over c, an error of order s² in the c_n changes μ only at order s⁴.

The correction raises the mobility slightly. Its size follows from the phonon-energy ratio in (c), because (2ħvk_T/k_BT)² = 8mv²/(k_BT):

mv²/(k_BT) = 0.191²/8 = 0.0046 at 300 K.

*Comparison with the larger expansion.* Solving the linear system numerically with six functions, without expanding in s, gives 482.9 cm²/(V s) at 300 K. This is 1.0046 times the elastic result, so the one-function estimate accounts for the correction to the digits shown. If the sound speed is reduced tenfold at fixed C, the ratio falls to 1.000046, as expected for a correction proportional to v².

*Lower temperature.* At fixed C and ρ the leading correction grows as 1/T:

77 K: leading estimate 1 + 0.0046 × 300/77 ≈ 1.018; numerical ratio 1.018,

10 K: leading estimate 1 + 0.0046 × 30 ≈ 1.14; numerical ratio 1.156.

At 10 K the phonon-energy ratio in (c) has risen to 0.191 × √30 ≈ 1.05, because k_T varies as √T. A collision can then change the electron energy by an amount comparable with k_BT, and the leading correction alone no longer suffices at the percent level. The elastic formula, with its 1/T law, gives too small a mobility there. These low-temperature ratios apply to a dilute gas, meaning a density per valley well below m k_BT/(πħ²), which is 5.2×10¹² cm⁻² at 300 K but only 1.7×10¹¹ cm⁻² at 10 K; in a degenerate gas the comparison must be made afresh. There the phonon wavenumbers extend up to about twice the Fermi wavenumber as long as k_BT exceeds the energy of such phonons; at much lower temperatures they are limited to several times k_BT/(ħv).

For a dilute gas at room temperature, then, the elastic approximation costs about half a percent of the mobility, far less than the effect of a 10 percent change in D. The omitted scattering processes are a separate matter: any further process that adds a positive, energy-independent term to 1/τ lowers the mobility below the acoustic value. The numerical output below lists the values used here.

Computed values

```
elastic modulus C = 130 N/m
band mass = 0.48 electron masses = 4.3725e-31 kg
deformation potential D = 5.0 eV = 8.0109e-19 J
temperature = 300 K
elementary charge = 1.60218e-19 C
hbar = 1.05457e-34 J s
hbar cubed = 1.1728e-102 J^3 s^3
thermal energy kB T = 4.1419e-21 J = 25.85 meV
numerator e hbar^3 C = 2.4428e-119 SI units
denominator kB T m^2 D^2 = 5.0819e-118 SI units
scattering rate, formula = 7.6230e+12 1/s
scattering rate, sum over states = 7.6230e+12 1/s
relaxation time = 131.2 fs
mobility = 0.04807 m^2/(V s) = 480.7 cm^2/(V s)
with spurious factor 2/3 = 320.5 cm^2/(V s)
mobility for D = 4.5 eV: 593.4 cm^2/(V s)
mobility for D = 5.5 eV: 397.3 cm^2/(V s)
mobility at Fermi level -4 kB T from band edge: 480.7 cm^2/(V s)
mobility at Fermi level +4 kB T from band edge: 480.7 cm^2/(V s)
areal density for validity checks = 3.0e-06 kg/m^2
longitudinal sound speed = 6583 m/s
thermal wavenumber = 0.571 1/nm
backscattering phonon energy = 4.95 meV
phonon energy / kB T = 0.191
quantum / classical thermal strain = 1.00305
level broadening hbar/tau = 5.02 meV
mean free path at energy kB T = 18.1 nm
inelastic Boltzmann mobility, 300 K = 482.9 cm^2/(V s)
inelastic / formula, 300 K = 1.0046
inelastic / formula, 300 K, sound 10x slower = 1.000046
inelastic / formula, 77 K = 1.0181
inelastic / formula, 10 K = 1.1558
```
